# Delta-SCF Forces and the Gradient of the Spin-Purified Singlet, part 1

(Sections cited here and not found follow in the second part.)

## First half: differentiating the orbitals

### What symmetry fixes beforehand

A change of basis functions that leaves the space they span unchanged cannot change a molecular energy. This invariance fixes the overlap term in the force, before any orbital has been differentiated.

Take real orbitals expanded in real, atom-centred functions \(\chi_\mu\), with overlap matrix \(S\), one-electron matrix \(h\) and two-electron integrals \((\mu\nu|\lambda\tau)\). A single determinant has density matrices \(P_\sigma\), one for each spin \(\sigma\), and \(P=P_\alpha+P_\beta\). In atomic units its Hartree-Fock energy is

\[
E=V+\mathrm{Tr}(Ph)+\tfrac12\sum_{\mu\nu\lambda\tau}\Big[P_{\mu\nu}P_{\lambda\tau}-\sum_\sigma P^\sigma_{\mu\tau}P^\sigma_{\nu\lambda}\Big](\mu\nu|\lambda\tau),
\]

where \(V\) is the nuclear repulsion. The two-electron part is quadratic in the densities, so its variation cancels the factor \(\tfrac12\). At fixed integrals,

\[
\delta E=\sum_\sigma\mathrm{Tr}(F_\sigma\,\delta P_\sigma),\qquad
(F_\sigma)_{\mu\tau}=h_{\mu\tau}+\sum_{\nu\lambda}\big[P_{\nu\lambda}(\mu\tau|\nu\lambda)-P^\sigma_{\nu\lambda}(\mu\nu|\lambda\tau)\big].
\tag{1}
\]

Let \(x\) be a nuclear coordinate and let a superscript \(x\) denote the derivative of an integral, including the motion of the basis functions. Write \(E^{(x)}\) for the derivative of the energy expression at fixed density matrices:

\[
E^{(x)}=V^x+\mathrm{Tr}(Ph^x)+\tfrac12\sum_{\mu\nu\lambda\tau}\Big[P_{\mu\nu}P_{\lambda\tau}-\sum_\sigma P^\sigma_{\mu\tau}P^\sigma_{\nu\lambda}\Big](\mu\nu|\lambda\tau)^x .
\]

Suppose that the force on a stationary determinant can be written without derivatives of the orbitals. It is then linear in the derivative integrals. The overlap does not occur in \(E\), but it occurs in the orthonormality condition, so a term \(-\mathrm{Tr}(WS^x)\) with a symmetric matrix \(W\) must be allowed. Since \(S\) is dimensionless, \(W\) is an energy.

Now keep the nuclei still and change the basis within its own span, \(\chi_\mu\to\chi_\mu+\delta x\sum_\nu\chi_\nu A_{\nu\mu}\), with any matrix \(A\). Then \(S^x=A^TS+SA\), and the other integrals change in the same way, index by index. Contracting the changed integrals with fixed \(P_\sigma\) equals contracting the old integrals with densities changed at the rate \(AP_\sigma+P_\sigma A^T\). By (1),

\[
E^{(x)}=\sum_\sigma\mathrm{Tr}\big[F_\sigma(AP_\sigma+P_\sigma A^T)\big]=2\sum_\sigma\mathrm{Tr}(P_\sigma F_\sigma A),
\]

because the two traces are transposes of each other. Similarly \(\mathrm{Tr}(WS^x)=2\,\mathrm{Tr}(WSA)\). The set of available determinants has not changed, so neither has the stationary energy, and the two contributions must cancel for every \(A\):

\[
WS=\sum_\sigma P_\sigma F_\sigma\quad\Longrightarrow\quad W=\sum_\sigma P_\sigma F_\sigma S^{-1}.
\]

Stationarity means \(F_\sigma P_\sigma S=SP_\sigma F_\sigma\), as shown below, and orthonormality gives \(P_\sigma SP_\sigma=P_\sigma\). Therefore

\[
P_\sigma F_\sigma S^{-1}=P_\sigma(SP_\sigma F_\sigma)S^{-1}=P_\sigma(F_\sigma P_\sigma S)S^{-1}=P_\sigma F_\sigma P_\sigma ,
\]

which is symmetric, as required. If the form exists, it must be

\[
\frac{dE}{dx}=E^{(x)}-\mathrm{Tr}(WS^x),\qquad W=\sum_\sigma P_\sigma F_\sigma P_\sigma .
\tag{2}
\]

Nothing in this argument refers to the lowest energy. It fixes the coefficient, but it does not prove that the orbital derivatives drop out. That requires a derivation.

### Chain rule for one determinant

For each spin, collect all orbitals, occupied and vacant, as columns of a square matrix \(C\), with \(C^TSC=1\). The spin label is suppressed where no confusion arises. Indices \(i,j\) denote occupied orbitals, \(a,b\) vacant ones, and \(p\) any orbital. The occupied set is whatever the state prescribes. In a Delta-SCF calculation it contains an orbital that is vacant in the ground state and omits one that is occupied there. The occupations are integers and do not change with \(x\).

With \(c_i\) the column of orbital \(i\), \(P_\sigma=\sum_i c_ic_i^T\). Let \(n\) be the diagonal matrix with 1 for occupied and 0 for vacant orbitals, so that \(P_\sigma=CnC^T\). Then

\[
C^T(F_\sigma P_\sigma S-SP_\sigma F_\sigma)C=\tilde Fn-n\tilde F,\qquad \tilde F=C^TF_\sigma C .
\]

The occupied-occupied and vacant-vacant blocks of the right side vanish identically, and the remaining blocks are \(F_{ai}\) and \(-F_{ia}\). The matrix condition used above is thus the same as \(F_{ai}=0\) for each spin.

Assume that the orbitals can be followed differentiably as the nuclei move. Because \(C\) is invertible, its derivative can be expanded in the orbitals themselves, \(dC/dx=CU\). The density changes by

\[
\frac{dP_\sigma}{dx}=\sum_i\Big(\frac{dc_i}{dx}c_i^T+c_i\frac{dc_i^T}{dx}\Big).
\]

Inserting this in (1) gives two equal traces, since \(F_\sigma\) is symmetric:

\[
\frac{dE}{dx}=E^{(x)}+2\sum_\sigma\sum_i c_i^TF_\sigma\frac{dc_i}{dx}
=E^{(x)}+2\sum_\sigma\sum_i\sum_pF_{ip}U_{pi}.
\]

Split the sum over \(p\) into occupied and vacant orbitals. For the occupied part, differentiate \(C^TSC=1\):

\[
U^T+U+C^TS^xC=0,\qquad\text{so}\qquad U_{ij}+U_{ji}=-c_i^TS^xc_j .
\]

Since \(F_{ij}\) is symmetric, only the symmetric part of \(U\) survives:

\[
2\sum_{ij}F_{ij}U_{ji}=\sum_{ij}F_{ij}(U_{ij}+U_{ji})=-\sum_{ij}(c_i^TF_\sigma c_j)(c_j^TS^xc_i)=-\mathrm{Tr}(P_\sigma F_\sigma P_\sigma S^x).
\]

For any differentiable family of determinants, stationary or not, the result is therefore

\[
\frac{dE}{dx}=E^{(x)}-\mathrm{Tr}(WS^x)+2\sum_\sigma\sum_{ai}F^\sigma_{ai}U^\sigma_{ai}.
\tag{3}
\]

The last term is the orbital response. It vanishes when \(F^\sigma_{ai}=0\), and (2) follows. The sign of the energy's second derivative with respect to the orbitals has not entered. A minimum, a saddle and a maximum all remove the first-order response in the same way.

If the orbitals are canonical, \(F_{ij}=\varepsilon_i\delta_{ij}\) and \(W=\sum_\sigma\sum_i\varepsilon_i^\sigma c_i^\sigma c_i^{\sigma T}\). This is the familiar energy-weighted density, summed over the orbitals occupied in the excited determinant. If the basis functions do not move, \(S^x=0\) and the derivatives of the two-electron integrals vanish. What remains is \(V^x+\mathrm{Tr}(Ph^x)\), which is minus the Hellmann-Feynman force.

The same algebra holds for a Kohn-Sham energy that is an explicit, differentiable functional of the density matrices, with \(F_\sigma=\partial E/\partial P_\sigma\). Then \(E^{(x)}\) also contains the fixed-density derivative of the exchange-correlation energy, including that of the integration weights if the grid moves with the atoms. The numbers below are for Hartree-Fock.

### Why twice the mixed energy minus the triplet energy

Let a closed-shell core be accompanied by one electron in orbital \(i\) and one in orbital \(a\). First use the same spatial orbitals for both spins and all states. With core energy \(E_c\), effective one-electron energies \(f_i,f_a\) in the field of the core, Coulomb integral \(J=(ii|aa)\) and exchange integral \(K=(ia|ia)\), the mixed determinant with \(i\) of spin \(\alpha\) and \(a\) of spin \(\beta\) has energy

\[
E_M=E_c+f_i+f_a+J .
\]

Its partner, with the spins interchanged, has the same energy. If both electrons have spin \(\alpha\), exchange acts between them and \(E_T=E_M-K\).

The two mixed determinants differ in two spin orbitals, so the two-electron operator alone couples them. With the \(\alpha\) orbital written first in each, the direct matrix element is \((ia|ai)=K\), and the exchanged one vanishes because the spins do not match. The Hamiltonian in this pair is

\[
\begin{pmatrix}E_M&K\\K&E_M\end{pmatrix},
\]

with eigenvalues \(E_M+K\) and \(E_M-K\). The plus combination has a symmetric spatial part, \(i(1)a(2)+a(1)i(2)\), and is the singlet. The minus combination is the triplet component with zero spin projection, and its energy agrees with \(E_T\). Eliminating \(K\) gives

\[
E_S=E_M+K=2E_M-E_T .
\]

This is the energy of one open-shell singlet configuration. Mixing with the closed-shell configurations \(i^2\) and \(a^2\), or with other configurations, is left out.

In the example below, the mixed and triplet determinants are optimized separately, with different orbitals for the two spins. The derivation of \(E_S\) then no longer applies strictly. The combination \(2E_M-E_T\) becomes a definition of an estimated singlet energy. It is not constructed as the expectation value of one wave function, and it need not be an upper bound.

Its derivative is nevertheless simple. Each energy obeys (2) with its own orbitals, so

\[
\frac{dE_S}{dx}=2\big[E_M^{(x)}-\mathrm{Tr}(W_MS^x)\big]-\big[E_T^{(x)}-\mathrm{Tr}(W_TS^x)\big].
\tag{4}
\]

Two separate stationarity conditions have removed two response terms, and no equations for orbital derivatives need to be solved.

### Ethylene with separately optimized determinants

The example is the \(\pi\to\pi^*\) excitation of ethylene in unrestricted Hartree-Fock theory with the 6-31G basis. The C-C distance is 1.40 Å, and the hydrogens are displaced slightly so that no spatial symmetry protects the excited determinant. During the iterations, the occupied orbitals are chosen by their overlap with a reference set. The coordinates, and the energies to six decimals, are in the numerical output.

With the orbitals of the restricted ground state used throughout, \(E_M=-77.764454\) and \(E_T=-77.879229\) hartree. Hence

\[
K=0.114775,\qquad E_S=-77.764454+0.114775=-77.649679\ \text{hartree}.
\]

A separate configuration calculation with two electrons in the two orbitals gives the same singlet energy, as a test.

Separate optimization lowers the mixed energy by 0.004072 hartree and the triplet energy by 0.021649 hartree. The purified energy changes by

\[
2(-0.004072)+0.021649=+0.0135\ \text{hartree}.
\]

Relaxing both determinants has raised the singlet estimate, because the triplet gained more than twice as much as the mixed determinant. This shows directly that \(2E_M-E_T\) does not obey a minimum principle when the orbitals differ: relaxing them need not lower it. The ground-state reference is the restricted Hartree-Fock solution. In this basis, beyond a C-C distance of about 1.31 Å (about 1.34 Å in 6-31+G*) an unrestricted solution lies lower, by 0.0030 hartree at 1.40 Å. It is not used here. Measured from the restricted energy, the vertical excitation energies of the separately optimized states are 6.21 eV for the mixed determinant, 2.61 eV for the triplet and 9.81 eV for the purified singlet. They omit correlation and diffuse functions and are not predictions of a spectrum. They are also not converged with the basis: 6-31+G* gives 5.80, 2.63 and 8.97 eV, and cc-pVDZ gives 6.05, 2.64 and 9.47 eV.

Now move one CH₂ group rigidly away from the other along the C-C axis. The slopes, in hartree/bohr, are

\[
g_M=0.083175-0.173050=-0.089875,
\]
\[
g_T=0.018164-0.134391=-0.116227,
\]

where the first number is \(E^{(x)}\) and the second the overlap term. The purified slope is

\[
g_S=2(-0.089875)-(-0.116227)=-0.0635 .
\]

A negative slope means that the force lengthens the bond. Without the overlap term, both determinants would appear to be pushed towards a shorter bond. The sizes depend on the basis: in 6-31+G* the signs are the same, but \(g_M\approx-0.067\), \(g_T\approx-0.113\) and \(g_S\approx-0.022\).

These formulas were tested against central differences of reoptimized energies, for this motion and for two random displacements of all atoms. The largest deviation was \(3\times10^{-7}\) hartree/bohr.

### A determinant for which the form fails

Keep the mixed occupation but take the orbitals from the restricted ground state at every geometry. This determinant is not stationary, because its Fock matrices differ from those that determined the orbitals. Equation (3) then requires \(U_{ai}\). It can be found without following the phases of individual orbitals. With \(C_o\) and \(C_v\) the occupied and vacant columns,

\[
C_v^TS\frac{dP_\sigma}{dx}SC_o=U_{vo},
\]

because in \(dP_\sigma/dx\) the term with \(dC_o/dx\) on the left gives \(C_v^TSCU_o=U_{vo}\), where \(U_o\) holds the occupied columns of \(U\), while the other term contains \(C_v^TSC_o=0\).

For the C-C motion, the ground-state form gives \(-0.093656\) hartree/bohr and the response term \(-0.001048\). Their sum, \(-0.094704\), agrees with the difference of the frozen-orbital energies. The response is about 1% of this slope, but it is thousands of times larger than the deviations found for the stationary determinants.

If such a non-stationary mixed determinant is used in \(2E_M-E_T\), its response enters the purified gradient doubled, as \(4\sum_\sigma\sum_{ai}F_{ai}^\sigma U_{ai}^\sigma\).

## Second half: a stationary function of rotation angles

### Symbols and results carried over

For a determinant with spin densities \(P_\sigma\) and Fock matrices \(F_\sigma\), \(E^{(x)}\) is the energy derivative at fixed densities, \(S^x\) the derivative of the overlap matrix, and \(W=\sum_\sigma P_\sigma F_\sigma P_\sigma\). Indices \(i,j\) mean occupied and \(a,b\) vacant orbitals, and \(n\) is the diagonal matrix of occupations, 1 or 0. Stationarity means \(F_{ai}=0\) for each spin. The first half obtained

\[
\frac{dE}{dx}=E^{(x)}-\mathrm{Tr}(WS^x)
\tag{2}
\]

by differentiating the orbitals, with the response \(2\sum_\sigma\sum_{ai}F_{ai}^\sigma U_{ai}^\sigma\) added when the determinant is not stationary. Here \(U\) is defined by \(dC/dx=CU\). The subscripts \(M\) and \(T\) denote the mixed and triplet determinants, and the purified singlet energy is \(E_S=2E_M-E_T\). The example is ethylene in unrestricted Hartree-Fock/6-31G.

### Separating the constraint from the variables

The second derivation uses coordinates for the determinant that satisfy orthonormality at every geometry. The energy becomes an ordinary function of free variables, and its derivative along a line of stationary points follows from the chain rule for such functions.

Let \(C_0\) contain all orbitals of one spin at the reference geometry \(x_0\). As the nuclei move, these fixed coefficients cease to be orthonormal. Their overlap is

\[
M(x)=C_0^TS(x)C_0,\qquad M(x_0)=1 .
\]

Near \(x_0\) this matrix is positive definite, so the set

\[
\bar C(x)=C_0M(x)^{-1/2}
\]

exists and is orthonormal, since \(\bar C^TS\bar C=M^{-1/2}MM^{-1/2}=1\). All nearby determinants with the same occupation numbers are reached by rotating this set:

\[
C(\kappa,x)=\bar C(x)e^{\mathcal K},\qquad
\mathcal K_{ai}=\kappa_{ai},\quad \mathcal K_{ia}=-\kappa_{ai},
\]

with the other blocks of \(\mathcal K\) zero. Rotations among occupied orbitals alone, or among vacant orbitals alone, do not change the density and are not needed. There is one set of angles for each spin, and \(\kappa\) stands for both.

The energy is now a function \(\mathcal E(\kappa,x)\) without constraints. At \(\kappa=0\) and \(x=x_0\), a small rotation changes an occupied orbital by \(\delta c_i=\sum_ac_a\kappa_{ai}\). The density variation contains this change twice, once in each factor of \(c_ic_i^T\), so

\[
\frac{\partial\mathcal E}{\partial\kappa_{ai}}=2F_{ai}.
\]

The stationarity condition is therefore the vanishing of an ordinary gradient.

Differentiating the orbitals has given the force (2) on a stationary determinant and the purified gradient (4), and rotation angles have now turned the energy into an unconstrained function whose gradient vanishes at a stationary determinant. It remains to find when such a solution can be followed as the nuclei move, to recover (2) from this function, and to apply the same reasoning to the purified energy and its bond length.
